# Symmetry Filtering: Why Crystalline Tunnel Barriers Exceed Julliere's Magnetoresistance

**Q.** I measure a junction with its two magnetizations parallel (P) and antiparallel (AP). What does Julliere's formula assume about it?

**A.** It assumes that tunnelling is blind to orbital symmetry. Define

\[
\mathrm{TMR}=\frac{G_P-G_{AP}}{G_{AP}} .
\]

For weak coupling, the golden rule sums \(|M_{ij}|^2\) over left states \(i\) and right states \(j\). If all \(|M_{ij}|^2\) are independent with one common mean, the average conductance is proportional to the product of the two densities of states. Let \(\rho_u,\rho_d\) be the majority and minority densities, and let spin be conserved. Then \(G_P\propto\rho_u^2+\rho_d^2\) and \(G_{AP}\propto2\rho_u\rho_d\), so

\[
\mathrm{TMR}_J=\frac{(\rho_u-\rho_d)^2}{2\rho_u\rho_d}
=\frac{2P^2}{1-P^2},\qquad P=\frac{\rho_u-\rho_d}{\rho_u+\rho_d}.
\]

The last form follows from \(\rho_{u,d}=\rho(1\pm P)/2\), where \(\rho=\rho_u+\rho_d\): the numerator is \(\rho^2P^2\) and the denominator \(\rho^2(1-P^2)/2\).

**Q.** What does a crystalline barrier change?

**A.** If its in-plane lattice matches that of the electrodes, as assumed here, it conserves the in-plane wave vector. I write \(\mathbf k\) for that vector times the in-plane lattice constant. At \(\mathbf k=0\) a fourfold axis along the current also conserves orbital symmetry. Orbitals \(s,p_z,d_{z^2}\) are unchanged by the rotations and are called \(\Delta_1\). The pairs \((p_x,p_y)\) and \((d_{xz},d_{yz})\) rotate like \((x,y)\) and are called \(\Delta_5\). A half turn reverses \(\Delta_5\) but not \(\Delta_1\), so no matrix element joins them.

To follow the consequences, take a layered crystal with nearest-neighbour bonds along the cubic axes. Each barrier site has \(s,p_x,p_y,p_z\). Each electrode site has \(d_{z^2},d_{xz},d_{yz},d_{xy}\). The parameters are round and only resemble iron and MgO. The barrier has no partner for \(d_{xy}\), which adds density but no current; \(d_{x^2-y^2}\) is omitted.

**Q.** Which barrier state decays most slowly?

**A.** Energies are in eV from the Fermi level. At \(\mathbf k=0\), in-plane bonds only shift the levels: \(A=7.2+4(-0.6)=4.8\) for \(s\), and \(B=-7.4+4(0.5)=-5.4\) for \(p_z\). The vertical hoppings are \(t_s=-0.6\) and \(t_p=0.6\). The \(s\)–\(p_z\) hopping is \(+V\) from \(s\) to the \(p_z\) above it and \(-V\) from \(p_z\) to the \(s\) above it, because \(p_z\) is odd; \(V=1.8\).

Let the amplitudes \((S,Z)\) vary as \(\lambda^n\) with layer number \(n\). At energy zero,

\[
\begin{aligned}
[A+t_s(\lambda+\lambda^{-1})]S+V(\lambda-\lambda^{-1})Z&=0,\\
-V(\lambda-\lambda^{-1})S+[B+t_p(\lambda+\lambda^{-1})]Z&=0 .
\end{aligned}
\]

Set \(\lambda+\lambda^{-1}=2c\), so that \((\lambda-\lambda^{-1})^2=4(c^2-1)\). The determinant must vanish:

\[
(A+2t_sc)(B+2t_pc)+4V^2(c^2-1)=0 .
\]

Collecting powers of \(c\) gives

\[
4(t_st_p+V^2)c^2+2(At_p+Bt_s)c+AB-4V^2=0,
\]

or \(11.52c^2+12.24c-38.88=0\). The roots are \(c=1.381\) and \(c=-2.444\). With \(|\lambda|=e^{-\kappa}\), \(|c|=\cosh\kappa\); a negative \(c\) means that the sign alternates between layers. Thus \(\kappa=0.847\) and \(1.542\) per layer.

For \(\Delta_5\), the level is \(-7.4+2(0.6)+2(0.5)=-5.2\) and the vertical hopping is 0.5. The condition \(-5.2+2(0.5)c=0\) gives \(c=5.2\) and \(\kappa_5=2.332\). The slowest state is therefore \(\Delta_1\), with \(\kappa_1=0.847\).

**Q.** Does symmetry alone guarantee that?

**A.** No, it is a property of this band structure. Setting \(V=0\) separates the chains: \(s\) has \(c=4.8/1.2=4\), hence \(\kappa=2.06\), against 2.33 for \(\Delta_5\). The \(s\)–\(p_z\) coupling, which links the conduction and valence edges within \(\Delta_1\), lowers \(\kappa_1\) from 2.06 to 0.847. Without that coupling the order can reverse: raise the vertical \(\Delta_5\) hopping from 0.5 to 0.8 eV, holding the band edge at \(-4.2\) eV, and \(c=5.8/1.6=3.625\) gives \(\kappa_5=1.96\), below 2.06. The symmetries are the same, but \(\Delta_5\) is now the slowest.

For the parameters used here, the order \(\kappa_1<\kappa_5\) was tested at 15 energies from 0.2 eV above the valence edge to 0.2 eV below the conduction edge, and held at each. At the Fermi level, a \(40\times40\) mesh per quadrant of the zone gave no decay slower than that at \(\mathbf k=0\). A barrier that fails either condition needs a new analysis.

**Q.** Which electrons can enter this state?

**A.** At \(\mathbf k=0\), each electrode orbital forms a chain with band \(\varepsilon+2v\cos k_z\), where \(k_z\) is the phase per layer. The exchange splitting is 2.0 eV.

- The \(d_{z^2}\) band has \(|v|=0.7\). Its level is \(2.2\mp1+4(-0.25)\), the in-plane hopping being \([-0.7+3(-0.1)]/4=-0.25\). The majority band spans \(-1.2\) to 1.6 eV and crosses the Fermi level. The minority band starts at 0.8 eV.
- The \(\Delta_5\) level is \(-1.2\mp1+2(0.7)+2(-0.1)=\mp1\), also with \(|v|=0.7\). The bands span \(-2.4\) to 0.4 eV and \(-0.4\) to 2.4 eV, so both spins cross.

Minority electrons are present at \(\mathbf k=0\), but have the wrong symmetry for the slow state.

**Q.** Are there simply fewer minority states at the Fermi level?

**A.** There are more. Removing the end layer of a semi-infinite chain leaves the same chain, so its surface Green function obeys \(g=1/(x-v^2g)\), with \(x=E-\varepsilon\). The retarded solution inside the band is

\[
g=\frac{x-i\sqrt{4v^2-x^2}}{2v^2},\qquad
\rho=-\frac{\operatorname{Im}g}{\pi}=\frac{\sqrt{4v^2-x^2}}{2\pi v^2}.
\]

Summed over orbitals and averaged over \(\mathbf k\), the surface densities are 0.515 (majority) and 0.862 (minority) per eV and cell. Hence \(P=-0.347/1.377=-0.252\) and \(\mathrm{TMR}_J=13.6\%\). These values use a \(40\times40\) mesh per quadrant. A \(500\times500\) mesh moves the minority density to 0.875, \(P\) to \(-0.258\) and \(\mathrm{TMR}_J\) to 14.3%, a shift too small to matter below. Sampled random couplings on a \(30\times30\) mesh gave 12.5%, against 12.65% from the formula on that same mesh.

**Q.** What replaces the density of states in a coherent junction?

**A.** Let \(T_{ab}(\mathbf k)\) be the transmitted flux per unit incident flux, summed over incident channels, from spin band \(a\) on the left to \(b\) on the right. In a thick barrier of \(N\) layers one evanescent state survives. An incident channel \(i\) enters it with amplitude \(\ell_i\), and it leaves into channel \(j\) with amplitude \(r_j\). Repeated reflections cost a further \(e^{-2\kappa N}\) in amplitude and are dropped. Therefore

\[
T_{ab}=\sum_{i\in a}\sum_{j\in b}|r_j\ell_i|^2e^{-2\kappa N}=L_aR_b\,e^{-2\kappa N}.
\]

For identical electrodes, mirror symmetry and reciprocity give \(T_{ud}=T_{du}\), so \(L_uR_d=L_dR_u\). Both sides thus have the same ratio of entry factors, and a common constant can be absorbed to give \(T_{ab}=F_aF_be^{-2\kappa N}\). At fixed \(\mathbf k\),

\[
\mathrm{TMR}(\mathbf k)=\frac{F_u^2+F_d^2}{2F_uF_d}-1=\frac{(F_u-F_d)^2}{2F_uF_d}.
\]

This is Julliere's form with entry factors in place of densities. At \(\mathbf k=0\), \(F_d=0\).

**Q.** Then the antiparallel current should vanish at \(\mathbf k=0\).

**A.** It falls back on \(\Delta_5\), open in both spins, and decays as \(e^{-2\kappa_5N}\). The ratio \(T_{uu}/T_{ud}\) grows as \(e^{2(\kappa_5-\kappa_1)N}\approx e^{2.97N}\). At seven layers \(T_{uu}=1.93\times10^{-5}\) and \(T_{ud}=1.29\times10^{-14}\), a ratio of \(1.5\times10^9\).

**Q.** No junction shows a ratio like that. What have I missed?

**A.** A junction collects current from all \(\mathbf k\). Away from zero, the neighbours at \(\pm x\) couple \(s\) and \(p_x\) by

\[
V(e^{ik_x}-e^{-ik_x})=2iV\sin k_x\approx2iVk_x .
\]

A minority \(d_{xz}\) wave thus enters the slow state with amplitude proportional to \(k_x\), and \(d_{yz}\) with the same factor times \(k_y\). These are separate channels, so their probabilities add: \(F_d/F_u=ck^2\) at leading order. Fourfold symmetry also gives \(2\kappa=2\kappa_1+\alpha k^2\).

For large \(N\), only small \(k\) matters, and the range can be extended to infinity. With \(d^2k=\pi\,dw\), \(w=k^2\), and brackets denoting averages over \(\mathbf k\),

\[
\frac{\langle T_{ud}\rangle}{\langle T_{uu}\rangle}\to
c\,\frac{\int_0^\infty w\,e^{-\alpha Nw}dw}{\int_0^\infty e^{-\alpha Nw}dw}
=c\,\frac{1/(\alpha N)^2}{1/(\alpha N)}=\frac{C}{N},\qquad C=\frac c\alpha .
\]

Similarly, \(\langle T_{dd}\rangle/\langle T_{uu}\rangle\to c^2\,2/(\alpha N)^2=2C^2/N^2\), which is negligible. With two equal antiparallel channels,

\[
\mathrm{TMR}\to\frac{N}{2C}.
\]

For a coherent junction of this kind, with the slowest state at \(\mathbf k=0\) and no minority \(\Delta_1\) band at the Fermi level, TMR therefore grows linearly with thickness at large \(N\), not exponentially.

Here \(c=0.0636\) and \(\alpha=0.787\), so \(C=0.0808\). Direct integration gave \(N\langle T_{ud}\rangle/\langle T_{uu}\rangle=0.0836\) at \(N=80\) and 0.0822 at \(N=160\). Removing a \(1/N\) correction gives \(2(0.08219)-0.08362=0.0808\), in agreement.

**Q.** What does this give for a barrier about 1.5 nm thick?

**A.** Seven layers of 0.21 nm make 1.47 nm. Relative to \(G_P\), the majority channel carries 0.9994, the minority channel 0.0006, and each antiparallel channel 0.0171. Hence \(G_{AP}/G_P=0.0342\) and \(\mathrm{TMR}=1/0.0342-1\approx28\), or about 2800%. Majority electrons dominate although minority electrons have the larger surface density of states at the Fermi level. To reproduce this TMR, Julliere's formula would need \(|P|=\sqrt{28.3/30.3}=0.97\).

The asymptotic value \(N/(2C)=43\) is still about 50% too high at seven layers. The slope is closer: from 9 to 11 layers TMR rises by 590 percentage points per layer, against \(1/(2C)\), or 620.

**Q.** How do you know that the missing minority \(\Delta_1\) band is the cause?

**A.** Give both spins the majority \(d_{z^2}\) band and keep the barrier, interfaces and other bands fixed. The polarization becomes \(-0.349\), so Julliere's value rises from 13.6% to 27.8% on the same \(40\times40\) mesh (about 28.5% on a \(200\times200\) mesh). The coherent TMR falls to 0.04%. Both spins now enter the slow state equally at \(\mathbf k=0\). Their entry factors differ only away from \(\mathbf k=0\), starting at order \(k^2\), and TMR contains the square of that difference. The \(k^2\) term alone gives about 0.01% at seven layers; higher orders in \(k\) supply the rest.

The two bands need not be identical. Lower the original minority \(d_{z^2}\) band by 1.2 eV instead, so that it spans \(-0.4\) to 2.4 eV and crosses the Fermi level without matching the majority band. The coherent TMR is then still only about 12%. The value depends on how far the band crosses: a shift of 1.0 eV gives about 45%, and 0.85 eV, which barely crosses, about 300%.

**Q.** My junctions give a few hundred percent. Where does the rest go?

**A.** Roughly that size is typical of good MgO junctions at room temperature, so 2800% is a coherent-model value, not a forecast. The model's 7.8 eV gap and 2 eV exchange splitting are roughly right for MgO and iron. Its parallel resistance–area product, \(5.6\times10^3\ \Omega\,\mu\mathrm m^2\), is probably high: real barriers of this thickness are nearer \(10^2\)–\(10^3\), as a rough range. The true crystal structures and self-consistent interface potentials are absent. Real interfaces also break the assumed conservation of \(\mathbf k\) and symmetry, and thermal spin disorder breaks spin conservation.

For disorder, add a scrambled conductance \(fG_P\) that obeys Julliere's ratio:

\[
\mathrm{TMR}'=\frac{1+f}{G_{AP}/G_P+f/(1+\mathrm{TMR}_J)}-1 .
\]

With \(f=0.05\), this is \(1.05/(0.0342+0.0440)-1\approx12.4\), or 1240%. If \(f\) stays fixed as thickness grows, the first term in the denominator vanishes and TMR saturates near 2300% instead of growing linearly. Reaching 250% by this route alone would require \(f\approx0.4\), so I would not assign the whole discrepancy to it.

For spin disorder, let each electrode present the wrong spin with probability \(p\). The two alignments exchange roles with probability \(2p(1-p)\). A rough 2% moment loss means \(p=0.01\) and lowers TMR to about 1740%. A rough spin–orbit energy of 0.05 eV gives \(p\approx(0.05/2)^2=6\times10^{-4}\) and about 2720%.

**Q.** And temperature and bias themselves?

**A.** Smearing the electron energies at 300 K, where \(k_BT=0.026\) eV, leaves TMR at 2800%. At 0.5 V the field is \(0.5/1.47\) V/nm, or 3.4 MV/cm, below a rough breakdown scale of 10 MV/cm. The coherent TMR, now taken from currents, rises slightly to about 2880%. Measured TMR usually falls with bias. The model has no inelastic spin-flip tunnelling, which is a plausible but here untested reason for the difference.

With the voltage split equally between the electrodes, the minority \(\Delta_1\) edge on the collecting side lies at \(0.8-b/2\) eV for bias \(b\) in volts, while the current window ends at \(b/2\) eV. They meet at \(b=0.8\) V, where the filter acquires a new antiparallel path. This voltage is set by the model's round band edge and the equal split, and is not a prediction for real Fe/MgO. The full set of thicknesses and resistances is in the numerical output below.

## Numbers as computed

```
exchange splitting: 2.0 eV
electrode hoppings sigma,pi,delta: -0.7 0.7 -0.1 eV
electrode levels z2,t2g: 2.2 -1.2 eV
barrier hoppings ss,sp,pp-sigma,pp-pi: -0.6 1.8 0.6 0.5 eV
barrier levels s,p: 7.2, -7.4 eV
interface sd,pd-sigma,pd-pi: -0.8 -0.8 0.5 eV
barrier edges: -4.2, 3.6 eV
barrier gap: 7.8 eV
barrier conduction mass: 0.382 m_e
layer spacing, in-plane cell: 0.21, 0.287 nm
example: 7 layers, 1.47 nm
open at k=0, majority z2,xz,yz,xy: [1 1 1 0]
open at k=0, minority z2,xz,yz,xy: [0 1 1 0]
minority Delta1 edge above E_F: 0.80 eV
kappa Delta1 slow: 0.8475 /layer = 4.04 /nm
kappa Delta1 second: 1.5419 /layer
kappa Delta5: 2.3324 /layer = 11.11 /nm
k=0 rates from transmission P, AP: 0.8475, 2.3324 /layer
k=0, 7 layers: T_uu=1.930e-05, T_ud=1.292e-14
alpha: 0.7868; entry coefficient c: 0.06359
C=c/alpha: 0.08082; extrapolated integral: 0.08076
N<T_ud>/<T_uu> at N=80, 160: 0.08362, 0.08219
surface density majority, minority: 0.515, 0.862 /eV/cell
density polarization P: -0.252
Julliere TMR: 13.6 %
random-coupling TMR: 12.5 %
N=3: 0.63 nm, RA_P=1.92 ohm um2, TMR=1393 %
N=5: 1.05 nm, RA_P=117 ohm um2, TMR=1951 %
N=7: 1.47 nm, RA_P=5.62e+03 ohm um2, TMR=2827 %
N=9: 1.89 nm, RA_P=2.33e+05 ohm um2, TMR=3910 %
N=11: 2.31 nm, RA_P=8.88e+06 ohm um2, TMR=5095 %
example RA_AP: 1.65e+05 ohm um2
example G_AP/G_P: 0.03417
uu, dd, ud conductance over G_P: 9.994e-01, 5.888e-04, 1.708e-02
control, Delta1 in both spins: P=-0.349
control Julliere: 27.8 %; coherent TMR: 0.039 %
thermal energy at 300 K: 0.0259 eV
TMR with thermal smearing: 2827 %
TMR at 0.5 V: 2877 %; field 3.40 MV/cm
rough moment loss 0.02: TMR 1741 %
rough spin-orbit 0.05 eV: wrong-spin weight 6.25e-04
TMR with that spin-orbit weight: 2723 %
scrambled conductance 0.05 of G_P: TMR 1243 %
```
